# Zero-Point Energy of Coupled Dipoles: Pair and Triangular Dispersion Terms

## What a sum over pairs gets wrong

Suppose that the attraction between two molecules is known and the energy of a cluster is estimated by adding it over all pairs. The estimate then contains no trace of how a third molecule alters the fluctuations of the first two. It gives an error whose sign depends on shape: for three equal, weakly coupled oscillators it overbinds an equilateral triangle and underbinds a straight chain. The origin of this error can be seen by expanding the zero-point energy of the whole coupled system. Pair attraction appears at second order in the coupling, and the first three-body energy at third order, from paths that run round a triangle. The triangle is the leading three-body term but not the only one, since another kind of path joins three bodies at fourth order.

## The oscillators and their coupling

Each molecule $i$ is replaced by a charge $q_i$ of mass $m_i$, bound isotropically with angular frequency $\omega_i$ to a fixed opposite charge. Its displacement is $\mathbf x_i$ and its dipole is $q_i\mathbf x_i$. The centres are fixed, the dipoles are treated as points, and the interaction is instantaneous. With $\mathbf n$ the unit vector along the separation $R_{ij}$,

$$H=\sum_i\left(\frac{p_i^2}{2m_i}+\frac{m_i\omega_i^2x_i^2}{2}\right)+\lambda\sum_{i<j}\frac{q_iq_j}{4\pi\varepsilon_0}\,\mathbf x_i^{T}T_{ij}\mathbf x_j,$$

$$T_{ij}=\frac{1-3\mathbf n\mathbf n^T}{R_{ij}^3},\qquad T_{ii}=0 .$$

The number $\lambda$ counts powers of the coupling and is set to one at the end.

In a static field $F$ the charge settles where $m_i\omega_i^2x=q_iF$, so the dipole is $q_i^2F/(m_i\omega_i^2)$. Writing it as $4\pi\varepsilon_0\alpha_iF$ defines the polarizability volume

$$\alpha_i=\frac{q_i^2}{4\pi\varepsilon_0m_i\omega_i^2}.$$

Now set $\mathbf y_i=\sqrt{m_i}\,\mathbf x_i$. The potential energy becomes $\tfrac12\mathbf y^TD\mathbf y$. Taking all mobile charges to have the same sign, $q_i/\sqrt{4\pi\varepsilon_0m_i}=\omega_i\sqrt{\alpha_i}$ up to that common sign, and therefore

$$D=\Omega(1+\lambda M)\Omega,\qquad M_{ij}=\sqrt{\alpha_i\alpha_j}\,T_{ij},$$

where $\Omega$ is diagonal and holds each $\omega_i$ three times. The eigenvalues of $D$ are the squared normal-mode frequencies. Each mode has zero-point energy $\hbar/2$ times its frequency, so relative to free oscillators

$$E=\frac{\hbar}{2}\,\mathrm{Tr}\left(\sqrt D-\Omega\right).$$

This needs all squared frequencies to be positive, which holds when $1+\lambda M$ has only positive eigenvalues.

## From normal modes to closed walks

The matrices $\Omega$ and $M$ do not commute when the frequencies differ, so the square root is awkward to expand directly. An integral removes the difficulty. For $a>0$,

$$\int_0^\infty\frac{du}{u^2+a}=\frac{\pi}{2\sqrt a}.$$

Integrating both sides over $a$, from $b$ to $a$, gives

$$\int_0^\infty\ln\frac{u^2+a}{u^2+b}\,du=\pi(\sqrt a-\sqrt b).$$

Let $a$ run over the eigenvalues of $D$ and $b$ over those of $\Omega^2$. A sum of logarithms is the logarithm of a determinant, so

$$E=\frac{\hbar}{2\pi}\int_0^\infty\ln\frac{\det(u^2+D)}{\det(u^2+\Omega^2)}\,du .$$

Taking a factor $(u^2+\Omega^2)^{1/2}$ out of $u^2+D$ on each side leaves $1+\lambda K(u)$, with

$$K_{ij}=\sqrt{\alpha_i(iu)\,\alpha_j(iu)}\;T_{ij},\qquad \alpha_i(iu)=\frac{\alpha_i\omega_i^2}{\omega_i^2+u^2}.$$

The last quantity is the polarizability at imaginary frequency. Since $\ln\det=\mathrm{Tr}\ln$, the logarithmic series gives

$$E=\sum_{n\ge1}\lambda^nE_n,\qquad E_n=\frac{(-1)^{n+1}\hbar}{2\pi n}\int_0^\infty\mathrm{Tr}\,K^n\,du .$$

The trace of $K^n$ is a sum over walks $i_1\to i_2\to\dots\to i_n\to i_1$. Every visit to a site supplies two square roots, one on arrival and one on departure, hence one full factor $\alpha_i(iu)$. Because $T_{ii}=0$, each step must change site. A one-step closed walk is then impossible, and $E_1=0$.

## Second order: the pair energy

A two-step closed walk goes from $i$ to $j$ and back. Since $(\mathbf n\mathbf n^T)^2=\mathbf n\mathbf n^T$,

$$T_{ij}^2=\frac{1-6\mathbf n\mathbf n^T+9\mathbf n\mathbf n^T}{R_{ij}^6}=\frac{1+3\mathbf n\mathbf n^T}{R_{ij}^6},$$

whose trace is $6/R_{ij}^6$. Each pair is counted twice, once from each end, so the prefactor is $-(\hbar/4\pi)\times2\times6=-3\hbar/\pi$:

$$E_2=-\sum_{i<j}\frac{3\hbar}{\pi R_{ij}^6}\int_0^\infty\alpha_i(iu)\alpha_j(iu)\,du .$$

Partial fractions give the frequency integral,

$$I(a,b)=\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)} .$$

Multiplying by $\alpha_i\alpha_j\omega_i^2\omega_j^2$, with $a=\omega_i$ and $b=\omega_j$, yields

$$E_2=-\sum_{i<j}\frac{C_6^{ij}}{R_{ij}^6},\qquad C_6^{ij}=\frac32\hbar\,\alpha_i\alpha_j\frac{\omega_i\omega_j}{\omega_i+\omega_j}.$$

This is London's formula. The attraction does not require permanent dipoles: it comes from the change in the zero-point motion.

## Third order: the triangular path

Three steps that each change site cannot close on two sites, because after an odd number of steps the walker is on the other one. Three different sites are needed. On a given triangle there are three starting points and two directions, hence six walks. Their traces are equal, since a trace is unchanged by cyclic shifts and by transposition. The prefactor is $(\hbar/6\pi)\times6=\hbar/\pi$, so for one triangle

$$E_3=\frac{\hbar}{\pi}\int_0^\infty\alpha_1\alpha_2\alpha_3\,du\;\,\mathrm{tr}(T_{12}T_{23}T_{31}),$$

with each $\alpha$ in the integral taken at $iu$.

**The angular factor.** Let $\mathbf a,\mathbf b,\mathbf c$ be unit vectors from 1 to 2, from 2 to 3 and from 3 to 1. Going round the triangle, successive vectors meet at the exterior angle, so $\mathbf a\cdot\mathbf b=-\cos\theta_2$, $\mathbf b\cdot\mathbf c=-\cos\theta_3$ and $\mathbf c\cdot\mathbf a=-\cos\theta_1$, where $\theta_i$ are the interior angles. Write $c_i=\cos\theta_i$. Multiplying out the three brackets gives

$$\mathrm{tr}\left[(1-3\mathbf a\mathbf a^T)(1-3\mathbf b\mathbf b^T)(1-3\mathbf c\mathbf c^T)\right]=3-9+9(c_1^2+c_2^2+c_3^2)+27c_1c_2c_3 .$$

The last sign is positive because $-27$ multiplies three negative cosines. The angles add up to $\pi$, so $c_3=-c_1c_2+\sin\theta_1\sin\theta_2$. Moving $c_1c_2$ to the left and squaring,

$$(c_3+c_1c_2)^2=(1-c_1^2)(1-c_2^2)\;\Rightarrow\;c_1^2+c_2^2+c_3^2=1-2c_1c_2c_3 .$$

The trace is thus $-6+9-18c_1c_2c_3+27c_1c_2c_3=3(1+3c_1c_2c_3)$.

**The frequency factor.** Use

$$\frac{1}{b^2+u^2}-\frac{1}{c^2+u^2}=\frac{c^2-b^2}{(b^2+u^2)(c^2+u^2)} .$$

Dividing by $(a^2+u^2)(c^2-b^2)$ and integrating reduces the triple integral to the previous one:

$$J=\frac{I(a,b)-I(a,c)}{c^2-b^2}=\frac{\pi}{2abc}\,\frac{c(a+c)-b(a+b)}{(c^2-b^2)(a+b)(a+c)} .$$

The numerator is $(c-b)(a+b+c)$, so

$$J=\frac{\pi(a+b+c)}{2abc(a+b)(b+c)(c+a)} .$$

Here $a,b,c$ are the three frequencies. Multiplication by $\alpha_1\alpha_2\alpha_3\,\omega_1^2\omega_2^2\omega_3^2$ gives the Axilrod–Teller–Muto energy

$$E_3=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{(R_{12}R_{23}R_{31})^3},$$

$$C_9=\frac32\hbar\,\alpha_1\alpha_2\alpha_3\,\frac{\omega_1\omega_2\omega_3(\omega_1+\omega_2+\omega_3)}{(\omega_1+\omega_2)(\omega_2+\omega_3)(\omega_3+\omega_1)} .$$

With more than three oscillators, $E_3$ is the sum of this expression over all triangles.

## The same path as virtual excitations

Perturbation theory shows what travels round the triangle. Written with ladder operators, the coupling on link $ij$ has strength $(\hbar/2)\sqrt{\omega_i\omega_j\alpha_i\alpha_j}\,T_{ij}$ and changes each of its two oscillators by one quantum. Acting on the ground state, link 12 excites oscillators 1 and 2. Link 23 can then remove the quantum from 2 and place one on 3. Link 31 finally removes the quanta on 3 and 1. If any one link is missing, this return to the ground state is impossible.

The three links can act in six orders. Both energy denominators are negative, so their product is positive. With $P=(\omega_1+\omega_2)(\omega_2+\omega_3)(\omega_3+\omega_1)$, the six orders contribute

$$\frac{2}{\hbar^2}\,\frac{(\omega_3+\omega_1)+(\omega_1+\omega_2)+(\omega_2+\omega_3)}{P}=\frac{4(\omega_1+\omega_2+\omega_3)}{\hbar^2P}.$$

The three link strengths multiply to $(\hbar^3/8)\,\omega_1\omega_2\omega_3\,\alpha_1\alpha_2\alpha_3\,\mathrm{tr}(T_{12}T_{23}T_{31})$. The product of the two expressions has the prefactor $\hbar/2$, and the factor 3 in the trace turns it into the $3\hbar/2$ of $C_9$.

## Equal oscillators and the sign of the triangle

For equal oscillators the general formulas become

$$C_6=\tfrac34\hbar\omega\alpha^2,\qquad C_9=\tfrac9{16}\hbar\omega\alpha^3=\tfrac34\alpha C_6 .$$

In this case $\Omega=\omega$ commutes with $M$, and if $\mu$ denotes the eigenvalues of $M$,

$$E=\frac{\hbar\omega}{2}\sum_\mu\left(\sqrt{1+\mu}-1\right)=\frac{\hbar\omega}{2}\sum_\mu\left(\frac\mu2-\frac{\mu^2}8+\frac{\mu^3}{16}-\dots\right).$$

The linear term vanishes because $M$ has zero trace. No square is negative and not all are zero, so second order lowers the energy. Third order measures the lopsidedness of the spectrum. For a pair the eigenvalues are $\pm2\alpha/R^3$ once and $\pm\alpha/R^3$ twice, and their cubes cancel. A third body can remove this balance.

An equilateral triangle has $1+3(1/2)^3=11/8$, so its triangular term is repulsive. A right-angled triangle has the factor 1. A straight chain has angles $0,\pi,0$ and the factor $-2$, so its term is attractive. For an isosceles triangle with apex angle $\gamma$, each base angle has cosine $\sin(\gamma/2)$, and the sign changes where

$$1+3\cos\gamma\sin^2\frac\gamma2=0 .$$

With $\sin^2(\gamma/2)=(1-\cos\gamma)/2$ this becomes $\cos^2\gamma-\cos\gamma-\tfrac23=0$. The root that lies between $-1$ and 1 is $\cos\gamma=\tfrac12(1-\sqrt{11/3})$, or $\gamma=117.2^\circ$.

## Fourth order: three bodies without a triangle

On three sites, a closed four-step walk either goes back and forth on one pair or visits two neighbours in turn from a common centre, $i\to j\to i\to k\to i$. I call the second kind a hinge.

For a pair, $T^4=(1+3\mathbf n\mathbf n^T)^2/R^{12}$ has trace $(16+1+1)/R^{12}$, and there are two walks. For a hinge with angle $\theta_i$ at its centre,

$$\mathrm{tr}\left[(1+3\mathbf a\mathbf a^T)(1+3\mathbf b\mathbf b^T)\right]=3+3+3+9\cos^2\theta_i=9(1+\cos^2\theta_i),$$

where $\mathbf a$ and $\mathbf b$ now point along its two links, and there are four starting points. In both cases the prefactor is $-(\hbar/8\pi)\times36=-9\hbar/2\pi$:

$$E_4^{\rm pair}=-\frac{9\hbar}{2\pi R_{ij}^{12}}\int_0^\infty\alpha_i^2\alpha_j^2\,du,$$

$$E_4^{\rm hinge}=-\frac{9\hbar(1+\cos^2\theta_i)}{2\pi R_{ij}^6R_{ik}^6}\int_0^\infty\alpha_i^2\alpha_j\alpha_k\,du .$$

Both are attractive for every geometry. For equal oscillators the substitution $u=\omega\tan\phi$ turns the integral into $\alpha^4\omega\int_0^{\pi/2}\cos^6\phi\,d\phi=5\pi\alpha^4\omega/32$, and the common energy scale is $\tfrac{45}{64}\hbar\omega\alpha^4$. With four or more sites there are also loops through four different sites.

## Where the expansion holds

The factors $\omega_i^2/(\omega_i^2+u^2)$ never exceed one, so the eigenvalues of $K(u)$ are no larger in size than the largest $|\mu|$. The series therefore converges at $\lambda=1$ if every $|\mu|<1$. Stability asks for less, namely every $\mu>-1$. For an equal pair the two limits coincide at $R^3=2\alpha$.

For an equilateral triangle they differ. Its eigenvalues run from $-2.5\,\alpha/R^3$ to $3.5\,\alpha/R^3$, as the diagonalization in the next section shows. When $R^3$ lies between $2.5\alpha$ and $3.5\alpha$, the oscillators are stable and yet the series diverges.

## A worked example

Take three identical oscillators with $\alpha=0.015\ \mathrm{nm^3}$ and $\hbar\omega=12$ eV at a spacing of 1.0 nm. The digits below are those of the model with these inputs taken as given. They are kept so that the orders can be compared. The coefficients are

$$C_6=0.75\times12\times0.015^2=2.025\times10^{-3}\ \mathrm{eV\,nm^6},$$

$$C_9=0.75\times0.015\times C_6=2.278\times10^{-5}\ \mathrm{eV\,nm^9}.$$

One pair contributes $-2.025$ meV. The equilateral triangle has three such pairs. The chain has two, plus one at double distance, so its second order is $-2.025\,(2+1/64)$ meV. At third order the triangle has $\tfrac{11}8C_9$ and the chain $-\tfrac28C_9$, each divided by $\mathrm{nm^9}$. The full energy comes from numerical diagonalization of the $9\times9$ matrix $D$. All energies are in µeV:

| Term | Triangle | Chain |
|---|---:|---:|
| Second order | −6075.0 | −4081.6 |
| Third order | +31.3 | −5.7 |
| Fourth, pairs | −1.28 | −0.85 |
| Fourth, hinges | −1.60 | −0.88 |
| Remainder | +0.05 | −0.01 |
| Full energy | −6046.5 | −4089.1 |

The full energies correspond to $-0.583$ and $-0.395$ kJ per mole of clusters. The triangular term takes 0.52 % off the pair energy of the triangle and adds 0.14 % to that of the chain. In the chain the hinges already amount to about 15 % of the triangular term, because the latter is weakened by the long third link.

The eigenvalues of $M$ show the two signs. They run from $-0.0375$ to $0.0525$ in the triangle and from $-0.0443$ to $0.0406$ in the chain. The longer end of the range is positive in the first case and negative in the second, in line with the signs of the sums of cubes. All are far below one in size, which is why the remainder is small.

## Beside a real precursor

The parameters are rough values in the regime of titanium tetrachloride, a precursor for titanium nitride and titanium oxide films. Its tetrahedral shape makes the dipole polarizability isotropic and excludes a permanent dipole or quadrupole. The spacing of 1.0 nm is larger than at contact, for which 0.65 nm serves here as a rough figure. For freely rotating molecules, the point dipole fails worst among the assumptions whose effect on the pair energy is estimated here. As an estimate, spread the whole polarizability evenly over the surface of a sphere and ignore coupling within a molecule. The radius is set to $d=0.217$ nm, a model input close to the titanium–chlorine distance of about 0.22 nm. Numerical averaging over the spheres multiplies the pair energy by 1.7 and the triangular term by 1.6. The added pair attraction, about 4 meV for the triangle, far exceeds the 0.03 meV of the triangular term. A useful three-body correction therefore presupposes a much better pair energy.

The leading size correction shows how this worsens at short range. Averaging a function over a small sphere adds $d^2/6$ times its Laplacian. Since $\nabla^2R^{-6}=30R^{-8}$, each molecule adds a fraction $5d^2/R^2$, and two add $10d^2/R^2$. At 1.0 nm this is 47 %, against about 70 % from the full averaging, and at 0.65 nm it is 111 %. The leading correction alone is therefore inadequate at both distances. The point model would put the triangular term at 1.9 % of the pair energy at 0.65 nm, a figure that should not be taken as a prediction for the liquid.

Other omissions can be sized at 1.0 nm:

- **Retardation.** With $x=uR/c$, the standard Casimir–Polder result multiplies the pair integrand by $e^{-2x}(3+6x+5x^2+2x^3+x^4)/3$. Numerical integration gives a reduction of 0.11 %, or about 7 µeV for the triangle.
- **A single frequency.** If half the static polarizability belongs to 8 eV and half to 16 eV, $C_6$ falls by 6 % and $C_9$ by 8 %.
- **Permanent octupoles.** Assume charges of $-0.3e$ on each chlorine and $+1.2e$ on titanium. Over 20 000 random pairs of orientations, the electrostatic energy of two molecules has a root-mean-square value of 0.55 meV, mostly from the octupole–octupole term, with a smaller part from higher multipoles of the same charges. Free rotation averages the energy itself to zero. At 350 K, where $k_BT=30$ meV, the leading free energy $-\langle E^2\rangle/(2k_BT)$ is $-5$ µeV per pair. With fixed orientations this averaging is lost, and in this charge model the octupole energy can then exceed the triangular term. Charges placed on the atoms leave out the distortion of each atom's electron cloud, which can cancel much of the octupole. These figures therefore illustrate the charge model and are not estimates for titanium tetrachloride itself.

Exchange repulsion, induction by the permanent octupoles, the polarizability due to molecular vibrations, and the response of a nearby surface are also left out, and their sizes are not estimated here.

Numerical values quoted here were computed with a short program.
